# Choosing Laplace boundary conditions for a copper–silver displacement couple

## Definitions and the setting

A flat metal strip of length $L$ lies under an electrolyte of depth $h$. Copper occupies $0<x<a$ and silver $a<x<L$, and $y$ points up into the solution. All currents $I$ are per unit width of strip. The symbols are:

- $\phi(x,y)$, the potential in the solution, and $V$, the potential of the metal, the same everywhere in it;
- $\kappa$, the conductivity of the solution;
- $i(x)$, the current density from metal into solution, positive where copper dissolves and negative where silver deposits;
- $E_{\rm Cu}$ and $E_{\rm Ag}$, the values of $V-\phi$ at which each surface alone passes no net current, with $\Delta E=E_{\rm Ag}-E_{\rm Cu}>0$;
- $g_{\rm Cu}$ and $g_{\rm Ag}$, the kinetic conductances per area.

The kinetics are linear, $i=g(V-\phi-E)$, with $g$ and $E$ taking the local metal's values. The state is steady, the concentrations are uniform, and bare copper is taken to be inhibited against direct silver deposition, so that the geometry is a snapshot.

The setting treated here is the boundary condition of the potential solver. Some electronic-structure programs offer it for their Poisson equation, as a choice between zero normal field and fixed potential. With no space charge and uniform $\kappa$, the same operator describes conduction: charge conservation, $\nabla\cdot(-\kappa\nabla\phi)=0$, gives $\nabla^2\phi=0$. The couple needs two kinds of boundary:

- zero flux, $\partial_n\phi=0$, on the end walls and the free surface, since no current leaves there;
- a mixed condition on the metal, where ohmic and kinetic currents must agree:

$$-\kappa\,\partial_y\phi=g(V-\phi-E)\quad\text{at }y=0. \tag{1}$$

A solver offering only zero normal field or fixed potential cannot impose (1) directly. If it accepts a position-dependent conductivity, a layer of thickness $d\ll\kappa/g$ and conductivity $gd$, placed between the solution and a wall held at $V-E$, approximates (1). The current must then be read at the top of the layer: the wall potential still jumps at the junction, so the current read at the wall itself grows logarithmically as the grid is refined. Fixing $\phi=V-E$ on the metal is the limit $\kappa/g\to0$, whose cost appears below.

The length $l=\kappa/g$ compares the two resistances: a solution path of length $l$ resists as much as the interface. Divided by the strip length, and averaged over the metals, it is the Wagner number

$$\mathrm{Wa}=\frac{\kappa}{2L}\left(\frac1{g_{\rm Cu}}+\frac1{g_{\rm Ag}}\right).$$

## What the zero-flux choice guarantees

Integrate $\nabla^2\phi=0$ over the solution and apply the divergence theorem. The only wall with flux is the metal, where the outward normal is $-y$:

$$0=\oint\partial_n\phi\,ds=-\int_0^L\partial_y\phi\,dx=\frac1\kappa\int_0^L i\,dx. \tag{2}$$

The total current is therefore zero at any conductivity. Inserting the kinetic law into (2) gives

$$\frac{\int g(V-\phi)\,dx}{\int g\,dx}=\frac{g_{\rm Cu}aE_{\rm Cu}+g_{\rm Ag}(L-a)E_{\rm Ag}}{g_{\rm Cu}a+g_{\rm Ag}(L-a)}. \tag{3}$$

This mean mixed potential does not contain $\kappa$. Conductivity changes where the current flows, but not this average.

The solution is unique once $V$ is chosen. The difference $u$ of two solutions satisfies $\kappa\,\partial_yu=gu$ on the metal and zero flux elsewhere, so

$$\int|\nabla u|^2\,dA=\oint u\,\partial_nu\,ds=-\int_0^L u\,\partial_yu\,dx=-\frac1\kappa\int_0^L g u^2\,dx.$$

The left side cannot be negative and the right side cannot be positive. Both vanish, and $u=0$. Raising $V$ and $\phi$ together changes no current, so $V=0$ is a free choice.

A fixed-potential lid can supply current, and then (2) no longer constrains the metal alone. Use that lid only if a third electrode is really there.

## The mode algorithm

Each term below satisfies Laplace's equation and the zero-flux walls, with $k_n=n\pi/L$:

$$\phi=\sum_{n\ge0}c_n\cos(k_nx)\frac{\cosh k_n(h-y)}{\cosh k_nh}.$$

Its slope at $y=0$ brings down $-k_n\tanh k_nh$, so $i=\kappa\sum_n c_nk_n\tanh(k_nh)\cos k_nx$. Put this into (1), move $g\phi$ to the left, multiply by $\cos k_mx$ and integrate over the strip:

$$N_m\kappa k_m\tanh(k_mh)\,c_m+\sum_nG_{mn}c_n=b_m, \tag{4}$$

where $N_0=L$ and $N_m=L/2$ otherwise. Define $S_j=\int_0^a\cos(j\pi x/L)\,dx$, which is $a$ for $j=0$ and $(L/j\pi)\sin(j\pi a/L)$ otherwise. The product rule for cosines then gives

$$G_{mn}=g_{\rm Ag}N_m\delta_{mn}+\tfrac12(g_{\rm Cu}-g_{\rm Ag})(S_{m-n}+S_{m+n}),$$

$$b_m=g_{\rm Cu}(V-E_{\rm Cu})S_m+g_{\rm Ag}(V-E_{\rm Ag})(L\delta_{m0}-S_m).$$

The matrix is symmetric. Its quadratic form is $\sum_m N_m\kappa k_m\tanh(k_mh)c_m^2+\int g\,(\sum_n c_n\cos k_nx)^2dx$, which is positive for any nonzero vector, so (4) has one solution.

Row $m=0$ of (4) is the charge balance itself. A vanishing kinetic current from this method is thus built in at any truncation and is no evidence for (2). A boundary-element calculation, which uses Green's identity on all four walls without imposing the balance, can supply that evidence.

## High Wagner number: uniform current

When the solution resistance is negligible, $\phi$ is uniform. Then $I=g_{\rm Cu}a(V-\phi-E_{\rm Cu})$ leaves copper and the same $I=-g_{\rm Ag}(L-a)(V-\phi-E_{\rm Ag})$ enters silver. Divide each by its conductance and add, which removes $V-\phi$:

$$I_{\rm u}=\frac{\Delta E}{1/(g_{\rm Cu}a)+1/[g_{\rm Ag}(L-a)]}. \tag{5}$$

No Laplace solver is needed in this limit. A large $\mathrm{Wa}$ ensures the total current (5) only when the solution is not much shallower than the strip is long. Because $\mathrm{Wa}$ averages the two metals, a uniform current density on each also requires $\kappa/(gL)$ to be large for both. A very small and very fast electrode adds a spreading resistance that grows as $\ln(L/a)$, so a larger $\mathrm{Wa}$ is then needed even in a deep cell. In a thin film, the current must travel along a layer of depth $h$, and $\kappa h/(gL^2)$ must be large as well.

## Equal kinetics: a closed form

Take $g_{\rm Cu}=g_{\rm Ag}=g$, $a=L/2$ and a deep cell, so that $\tanh k_nh\to1$ for $n\geq1$. Now $\mathrm{Wa}=l/L$. Choose $V$ midway between $E_{\rm Cu}$ and $E_{\rm Ag}$. The drive $V-E$ is $+\Delta E/2$ on copper and $-\Delta E/2$ on silver, with cosine coefficients

$$d_n=\frac2L\,\Delta E\,S_n=\frac{2\Delta E}{n\pi}\sin\frac{n\pi}2,$$

nonzero for odd $n$. Equation (1) becomes $\kappa k_nc_n=g(d_n-c_n)$, or $c_n=d_n/(1+lk_n)$. Integrating $i$ over copper turns $k_n\cos k_nx$ into $\sin(n\pi/2)$, whose square is one for odd $n$. With $lk_n=n\pi\mathrm{Wa}$,

$$I=\frac{2\kappa\Delta E}{\pi}\sum_{n\,\rm odd}\frac1{n(1+n\pi\mathrm{Wa})}.$$

Write $b=\pi\mathrm{Wa}$ and $n=2m+1$. Partial fractions give

$$\frac1{n(1+nb)}=\frac1n-\frac1{n+1/b}=\frac12\left[\frac1{m+\frac12}-\frac1{m+\frac12+\frac1{2b}}\right].$$

The digamma function obeys $\psi(z)-\psi(w)=\sum_{m\ge0}[1/(m+w)-1/(m+z)]$, so

$$I=\frac{\kappa\Delta E}{\pi}\left[\psi\!\left(\frac12+\frac1{2\pi\mathrm{Wa}}\right)-\psi\!\left(\frac12\right)\right]. \tag{6}$$

For large $\mathrm{Wa}$, the bracket tends to $\psi'(\tfrac12)/(2\pi\mathrm{Wa})=\pi/(4\mathrm{Wa})$. Since $\kappa/\mathrm{Wa}=gL$, this gives $I=gL\Delta E/4$, which is (5) for equal halves. For small $\mathrm{Wa}$, use $\psi(\tfrac12+z)\to\ln z$ and $\psi(\tfrac12)=-\gamma-2\ln2$, with $\gamma$ Euler's constant:

$$I\simeq\frac{\kappa\Delta E}{\pi}\left[\ln\frac2{\pi\mathrm{Wa}}+\gamma\right]. \tag{7}$$

In units of $g\Delta E L$, (6) and (7) give 0.0778 and 0.0773 at $\mathrm{Wa}=0.1$, but 0.166 and 0.130 at $\mathrm{Wa}=0.5$. The logarithmic law suits $\mathrm{Wa}$ of 0.1 or less.

## How the junction takes over

Let $s=L/2-x$ be the distance from the junction on copper. For odd $n$, $\cos k_nx=\sin(n\pi/2)\sin k_ns$, so the same series gives

$$i=\frac{2\kappa\Delta E}{L}\sum_{n\,\rm odd}\frac{\sin k_ns}{1+lk_n}.$$

For $l$ and $s$ much smaller than $L$, the spacing $2\pi/L$ of the odd $k_n$ is fine, and the sum becomes $(L/2\pi)$ times an integral. With $t=lk$ and $\kappa/l=g$,

$$i=\frac{g\Delta E}{\pi}f\!\left(\frac sl\right),\qquad f(z)=\int_0^\infty\frac{\sin zt}{1+t}dt=\int_0^\infty\frac{\sin v}{z+v}dv. \tag{8}$$

At the junction $f(0^+)=\pi/2$ and $i=g\Delta E/2$, half the drive on each interface. For $s\gg l$, integration by parts gives $f\to1/z$ and $i\to\kappa\Delta E/(\pi s)$. Lowering $\kappa$ at fixed $g$ therefore leaves the peak unchanged and starves the rest of the electrode. Localisation here is relative.

To find the current near the junction, define $q(z)=\int_0^\infty\cos v/(z+v)\,dv$. Differentiating under the integral and integrating by parts gives

$$q'(z)=-\int_0^\infty\frac{\cos v}{(z+v)^2}dv=f(z)-\frac1z .$$

For small $z$, $q\to-\ln z-\gamma$; for large $z$, $q\to0$. Hence $\int_0^Zf\,dz=\ln Z+\gamma+q(Z)$. The current within a distance $w\gg l$ is then $(\kappa\Delta E/\pi)[\ln(w/l)+\gamma]$. Setting it to half of (7), with $\mathrm{Wa}=l/L$,

$$\ln\frac wl+\gamma=\frac12\left[\ln\frac{2L}{\pi l}+\gamma\right]
\;\Rightarrow\;
\frac wL=e^{-\gamma/2}\sqrt{\frac{2\,\mathrm{Wa}}{\pi}}. \tag{9}$$

This $w$ lies between $l$ and $L$, as the derivation requires. At $\mathrm{Wa}=0.003$, (9) gives 0.0327 and the mode solution 0.0324; at 0.012 they give 0.0655 and 0.0633. Quartering the Wagner number roughly halves the relative width.

With unequal $g$, the region $l\ll s\ll L$ still sees a potential step $\Delta E$ along the surface. The local harmonic field is $\Delta E/\pi$ times the polar angle, plus a constant, so the current density has magnitude $\kappa\Delta E/(\pi s)$ whatever the two conductances. Enlarging $L$ at fixed $l$ extends this region, and to leading order $I$ grows by $\kappa\Delta E/\pi$ per unit of $\ln(1/\mathrm{Wa})$. Its additive constant does depend on the kinetics.

This also shows the cost of fixing $\phi=V-E$ on the metal. The $1/s$ law then reaches $s=0$ and its integral diverges logarithmically. A grid returns a finite current because its spacing acts as the cutoff, so the answer depends on the grid.

## Worked example

The strip is 20 mm long, with 8 mm of copper, under 20 mm of solution. The round inputs are $\kappa=1$ mS/cm, $g_{\rm Cu}=4$ and $g_{\rm Ag}=2$ mS/cm², $E_{\rm Cu}=0.20$ V and $E_{\rm Ag}=0.65$ V. Thus $\Delta E=0.45$ V and

$$\mathrm{Wa}=\frac{1}{2\times2}\left(\frac14+\frac12\right)=0.1875.$$

The electrode conductances are $4\times0.8=3.2$ and $2\times1.2=2.4$ mS/cm. Equation (5) gives $I_{\rm u}=0.45/(1/3.2+1/2.4)=0.617$ mA/cm. The solution of (4) with 1000 modes gives 0.266 mA/cm, 43% of that: solution resistance removes more than half the uniform-limit current.

The boundary-element method, with 400 elements on the metal, gives $+0.26582$ mA/cm on copper and $-0.26582$ on silver. The residual is $1.2\times10^{-5}$ of the copper current, down from $3.5\times10^{-4}$ with 50 elements. If the insulating lid is replaced by one held at $\phi=-E_{\rm Cu}$, with $V=0$, the strip's net current becomes $-0.199$ mA/cm, supplied by the lid. With the insulating lid, (3) gives a mixed potential of $(3.2\times0.20+2.4\times0.65)/5.6=0.393$ V, and so does the boundary-element solution.

On copper, the current density falls from 0.766 mA/cm² at the junction to 0.485 at 1 mm and 0.233 at the far end. Silver carries 0.517 mA/cm² in magnitude at the junction. Continuity of $\phi$ there requires the two interfacial drives to add to $\Delta E$: $0.766/4+0.517/2=0.45$ V.

Next, scale $L$, $a$ and $h$ together, with the bath and kinetics fixed. Here $w$ is the width of copper beside the junction that carries half the copper current; the last two columns are copper current densities in mA/cm².

| $L$ (mm) | Wa | $w/a$ | junction | far end |
|---:|---:|---:|---:|---:|
| 1 | 3.75 | 0.489 | 0.772 | 0.698 |
| 5 | 0.75 | 0.451 | 0.773 | 0.500 |
| 20 | 0.188 | 0.361 | 0.766 | 0.233 |
| 100 | 0.0375 | 0.217 | 0.753 | 0.058 |
| 400 | 0.0094 | 0.122 | 0.748 | 0.015 |

The junction density changes by about 3%, while the far-end density falls almost fiftyfold. The share of copper current within $0.05L$ of the junction rises from 0.13 to 0.51; a uniform current would give $0.05L/a=0.125$. In millimetres, however, $w$ grows from $0.489\times0.4=0.20$ to $0.122\times160=19.5$. Between $L=500$ and 1000 mm, $I$ grows by 0.143 mA/cm per unit of $\ln(1/\mathrm{Wa})$, equal at this precision to $\kappa\Delta E/\pi$.

## The real bath

The inputs represent, roughly, a plain silver nitrate bath of 10 mmol/L; the $g$ values are assumed chords of curved polarization laws, not measurements. Read as a slope at equilibrium, $g_{\rm Ag}=2$ mS/cm² would mean an exchange current of only about 0.05 mA/cm². Bare silver in plain nitrate is commonly much faster, and its deposition is then governed by ion transport, so these kinetics stand for an inhibited surface. A bath acidified to 100 mS/cm with the same $g$ would have $\mathrm{Wa}\approx19$, and this strip would be close to the uniform limit. The assumption most at risk is inhibited copper. With a rough silver-ion diffusivity $D=1.6\times10^{-5}$ cm²/s and a diffusion layer $\delta=100$ µm, the diffusion-limited current density, with migration neglected, is $FDc/\delta=1.54$ mA/cm², where $F$ is Faraday's constant and $c$ the silver concentration. This is 4.6 times the mean couple density on copper. At this limit, uninhibited copper would gain silver at 1.6 nm/s, or 10 nm in about 6 s, and the assumed boundary between the metals would soon lose its meaning.

Curved kinetics come next. The mean overpotentials, 83 mV on copper and 111 mV on silver, exceed $RT/F=25.7$ mV at 298 K, where $R$ is the gas constant and $T$ the temperature. Replace the linear law by

$$i=g\bar\eta\,\frac{\sinh(F\eta/2RT)}{\sinh(F\bar\eta/2RT)},\qquad \eta=V-\phi-E,$$

which meets the chord at the mean overpotential $\bar\eta$ of each metal. Solving the same cell by Newton iteration raises the couple current by 20%, to 0.319 mA/cm. The share of copper current within 2 mm of the junction rises from 0.38 to about 0.50. At $\bar\eta$ the new slope is $gz\coth z$ with $z=F\bar\eta/2RT$, about $1.75g$ on copper and $2.2g$ on silver. A steeper interface has a smaller local Wagner number, consistent with the stronger localisation.

Diffusion then matters at the junction. With the linear law, the silver current there is 0.33 of the diffusion limit, which implies a concentration overpotential of only about 10 mV if migration is neglected. With the curved law, the two interfacial drives must still add to 0.45 V at the junction, and the silver current there comes out at about twice the diffusion limit. In plain silver nitrate, migration helps to bring silver ions in and raises the limit to about $2FDc/\delta$. The junction current is still about as large as this, so silver ions would be partly depleted there. The one-dimensional limit overstates the effect within about $\delta$ of the junction, because silver ions also diffuse in sideways from above the copper, which consumes none. The silver current exceeds $FDc/\delta$ only within about 0.1 mm of the junction, but depletion lowers the current beyond that distance too, and the couple current and localisation of the curved solution are somewhat too high.

Other corrections are smaller. In the linear solution, the ohmic drop across the diffusion layer, a few millivolts at most, is already included, but not its change with the local concentration. An 18 µm copper foil drops at most 0.5 µV, which supports the equipotential metal. Faraday's law, with one electron per silver atom and two per copper atom, converts the junction currents of the linear law to 0.55 nm/s of silver growth and 0.28 nm/s of copper loss; curved kinetics would make both larger.

## Guidance for the solver

- **Outer walls:** use zero flux for an isolated couple. If a separate discretisation leaves a net current, refine it before interpreting the profile.
- **Metal:** use the mixed condition (1) whenever the total current or junction density matters. Fixed potential can serve for the profile at $s\gg l$.
- **Resolution:** in the equal-kinetics solution, the interface damps mode $n$ by $1/(1+n\pi\mathrm{Wa})$. The number of modes must therefore greatly exceed $1/(\pi\mathrm{Wa})$, about 106 at $\mathrm{Wa}=0.003$. On a grid, the spacing near the junction must be well below the smaller $\kappa/g$.
- **When to omit the solver:** equation (5) overestimates the example's current by about 8% at $\mathrm{Wa}=3.75$, where the ratio $I/I_{\rm u}$ is 0.93. At $\mathrm{Wa}=0.75$ that ratio is 0.73, and the field should be solved. These figures are for $h=L$; a thin film departs from (5) at much larger $\mathrm{Wa}$.
- **Curved kinetics:** when overpotentials exceed $RT/F$, a chord can give a fair current and still understate the localisation, as it does here. Use the nonlinear law if local attack is the question, and include the diffusion limit where the current approaches it.
